\section*{Grid errors of count and grand potential for a cosine band}

\section*{Question}

I am stuck on an exercise about $k$-point convergence in metals. The model is a spinless chain with lattice constant $a=1$ and band $\varepsilon(k)=-2t\cos k$, at zero temperature and at a fixed chemical potential $\mu$ inside the band, $|\mu|<2t$. The Brillouin-zone integrals for the filling and the grand potential per site are replaced by sums over the grid $k_j=h(j+s)$, $h=2\pi/N$, $j=0,\dots,N-1$, with a shift $0\le s<1$:
\begin{equation}
n_N=\frac1N\sum_j\Theta(\mu-\varepsilon_j),\qquad
\Omega_N=\frac1N\sum_j(\varepsilon_j-\mu)\,\Theta(\mu-\varepsilon_j),
\end{equation}
where $\varepsilon_j=\varepsilon(k_j)$ and $\Theta$ is the unit step. I am asked to show that for generic $\mu$ the error of $n_N$ is a sawtooth of order $1/N$, and that the error of $\Omega_N$ is a second Bernoulli polynomial of order $v_F/N^2$.

My numbers do not look like power laws. With $t=1$ eV, $\mu=-0.5$ eV and $s=0$, the difference $\Omega_N-\Omega$ is $-7.06\times10^{-3}$ eV at $N=12$, $+0.24\times10^{-3}$ eV at $N=20$, $+2.81\times10^{-3}$ eV at $N=24$ and $+0.54\times10^{-3}$ eV at $N=48$. What are the precise formulas, what is the argument of the Bernoulli polynomial, why does $\Omega$ gain a power of $1/N$ over $n$, and when does the statement fail?

\section*{Answer}

The powers $1/N$ and $1/N^2$ are envelopes. Under them sits a periodic function of the position of the Fermi point between two neighbouring grid points, and that position jumps about as $N$ changes. For the cosine band both sums can be done in closed form, so the formulas follow without an appeal to a general summation theorem.

\subsection*{Integrals and conventions}

All quantities are per site and for one spin species; two species double them. Take $N\ge2$. The occupied states are $|k|<k_F$ with $\varepsilon(k_F)=\mu$, so
\begin{equation}
\mu=-2t\cos k_F,\qquad v_F=\varepsilon'(k_F)=2t\sin k_F,\qquad 0<k_F<\pi .
\end{equation}
Since $k$ is dimensionless, $v_F$ is an energy. The zero of energy is the band centre. The integrals are
\begin{align}
n&=\int_{-k_F}^{k_F}\frac{dk}{2\pi}=\frac{k_F}{\pi},\\
\Omega&=\int_{-k_F}^{k_F}\frac{dk}{2\pi}\,(-2t\cos k-\mu)=-\frac{v_F+\mu k_F}{\pi}.
\end{align}
Measure $k_F$ in grid spacings, $x=k_F/h=Nk_F/2\pi$, and define with the fractional part $\{y\}=y-\lfloor y\rfloor$
\begin{equation}
\theta_+=\{x-s\},\qquad \theta_-=\{x+s\},\qquad b_\pm=\theta_\pm-\tfrac12 .
\end{equation}
Generic means that no grid point sits on $\pm k_F$, that is $\theta_\pm\neq0$. Errors are grid value minus integral: $\Delta n=n_N-n$, $\Delta\Omega=\Omega_N-\Omega$.

\subsection*{The count}

Because $\varepsilon$ has period $2\pi$, the label $j$ may be moved by multiples of $N$. The interval $(-k_F,k_F)$ is shorter than $2\pi$, so each grid point has at most one image in it, and the occupied points are the integers $j$ with $-x<j+s<x$. The right inequality reads $j<x-s$, so $j\le j_+=\lfloor x-s\rfloor$. The left one reads $-j<x+s$, so $j\ge-j_-$ with $j_-=\lfloor x+s\rfloor$. The number of such integers is
\begin{equation}
j_++j_-+1=(x-s-\theta_+)+(x+s-\theta_-)+1=2x-b_+-b_- .
\label{count}
\end{equation}
Dividing by $N$ and using $2x/N=k_F/\pi=n$ gives, with no approximation,
\begin{equation}
\Delta n=-\frac{B_1(\theta_+)+B_1(\theta_-)}{N},\qquad B_1(\theta)=\theta-\tfrac12 .
\label{dn}
\end{equation}
As $|b_\pm|<\tfrac12$ for generic $\mu$, $|\Delta n|<1/N$. For $s=0$ the formula is $\Delta n=(1-2\{x\})/N$. As a function of $x$ at fixed $N$ it falls linearly while $n$ grows and $n_N$ stands still, and it jumps up by $2/N$ at each integer $x\ge1$, where the degenerate pair $\pm k_j$ is filled. That is the sawtooth.

\subsection*{The grand potential in closed form}

The identity $2\sin(h/2)\cos u=\sin(u+h/2)-\sin(u-h/2)$ with $u=h(j+s)$ makes the sum over $j=-j_-,\dots,j_+$ telescope:
\begin{equation}
2\sin\frac h2\sum_{\rm occ}\cos k_j=\sin\!\big[h(j_++s+\tfrac12)\big]-\sin\!\big[h(-j_-+s-\tfrac12)\big].
\end{equation}
Now $j_++s+\tfrac12=x-\theta_++\tfrac12=x-b_+$, and $-j_-+s-\tfrac12=-(x-\theta_-+\tfrac12)=-(x-b_-)$. The sine is odd and $hx=k_F$, so
\begin{equation}
\sum_{\rm occ}\cos k_j=\frac{\sin(k_F-hb_+)+\sin(k_F-hb_-)}{2\sin(h/2)} .
\end{equation}
With $1/N=h/2\pi$ and the count (\ref{count}) multiplied by $h$,
\begin{equation}
2\pi\,\Omega_N=\sum_\pm\Big\{-2t\,\frac{h}{2\sin(h/2)}\sin(k_F-hb_\pm)-\mu\,(k_F-hb_\pm)\Big\}.
\label{closed}
\end{equation}
Each Fermi point contributes separately. The numbers $k_F-hb_\pm$ have a direct meaning: give every grid point a cell of width $h$ centred on it; the occupied cells then end at $k_F-hb_+$ on the right and at $-(k_F-hb_-)$ on the left.

\subsection*{Bernoulli polynomials}

Define $B_p(\theta)$ by the generating function
\begin{equation}
G(z,\theta)=\frac{z\,e^{z\theta}}{e^z-1}=\sum_{p\ge0}B_p(\theta)\frac{z^p}{p!}.
\end{equation}
The poles of $G$ nearest to $z=0$ are at $\pm2\pi i$, so the series converges for $|z|<2\pi$. Dividing numerator and denominator by $e^{z/2}$ gives $G=z\,e^{zb}/[2\sinh(z/2)]$ with $b=\theta-\tfrac12$. From $2\sinh(z/2)=z(1+z^2/24+\dots)$,
\begin{equation}
G=\Big(1-\frac{z^2}{24}+O(z^4)\Big)e^{zb}
=1+bz+\Big(\frac{b^2}{2}-\frac1{24}\Big)z^2+\Big(\frac{b^3}{6}-\frac b{24}\Big)z^3+\dots
\end{equation}
so that $B_0=1$, $B_1=b$, and
\begin{equation}
B_2=b^2-\tfrac1{12}=\theta^2-\theta+\tfrac16,\qquad B_3=b^3-\tfrac b4 .
\end{equation}
At $z=-ih$, $2\sinh(-ih/2)=-2i\sin(h/2)$, hence $G(-ih,\theta)=h\,e^{-ihb}/[2\sin(h/2)]$. Multiplying by $e^{ik_F}$ and taking the imaginary part reproduces the first term of (\ref{closed}):
\begin{equation}
-2t\,\frac{h\sin(k_F-hb)}{2\sin(h/2)}=-2t\sum_{p\ge0}\frac{h^pB_p(\theta)}{p!}\,\mathrm{Im}\big[(-i)^pe^{ik_F}\big].
\end{equation}
The condition $h<2\pi$ is $N\ge2$. Write $(-i)^p=(-1)^pe^{ip\pi/2}$; then $\mathrm{Im}[(-i)^pe^{ik_F}]=(-1)^p\sin(k_F+p\pi/2)$. Each derivative of a cosine advances its argument by $\pi/2$, so for $p\ge1$
\begin{equation}
\varepsilon^{(p-1)}(k_F)=-2t\cos\!\big(k_F+(p-1)\tfrac\pi2\big)=-2t\sin\!\big(k_F+p\tfrac\pi2\big),
\end{equation}
and term $p$ equals $(-h)^p\varepsilon^{(p-1)}(k_F)B_p(\theta)/p!$.

Collect orders in (\ref{closed}) for one Fermi point. At order $h^0$ there is $-2t\sin k_F-\mu k_F=-(v_F+\mu k_F)$; the two points together give $2\pi\Omega$. At order $h^1$ the series gives $-h\,\varepsilon(k_F)\,b=-h\mu b$ and the last term of (\ref{closed}) gives $+h\mu b$. They cancel. What is left is a convergent series for the error,
\begin{equation}
\Delta\Omega=\frac1{2\pi}\sum_\pm\sum_{p\ge2}\frac{(-h)^p}{p!}\,\varepsilon^{(p-1)}(k_F)\,B_p(\theta_\pm).
\label{series}
\end{equation}
For $p=2$, $\varepsilon'=v_F$ and $h^2/(2\cdot2\pi)=\pi/N^2$. For $p=3$, $\varepsilon''=2t\cos k_F=-\mu$, the two minus signs cancel, and $h^3/(6\cdot2\pi)=2\pi^2/3N^3$. Therefore
\begin{equation}
\Delta\Omega=\frac{\pi v_F}{N^2}\sum_\pm B_2(\theta_\pm)+\frac{2\pi^2\mu}{3N^3}\sum_\pm B_3(\theta_\pm)+O(N^{-4}).
\label{dom}
\end{equation}
For $s=0$ the leading term is $2\pi v_FB_2(\{x\})/N^2$. The $\mu$ in the second term stands for $-\varepsilon''(k_F)$; it equals the chemical potential because energies are counted from the centre of a cosine band.

The gain of one power has a plain origin. The edge of the occupied region is misplaced by $-hb$. For the count the integrand is $1$ there, and the error is linear in $hb$. For $\Omega$ the integrand $\varepsilon-\mu\simeq v_Fu$, with $u=k-k_F$, vanishes at the edge, and the misplaced strip contributes $\int_0^{-hb}v_Fu\,du=v_Fh^2b^2/2$. The factor $h/[2\sin(h/2)]=1+h^2/24+\dots$, which is the midpoint-rule error inside the cells, acts on $-2t\sin k_F=-v_F$ and adds $-v_Fh^2/24$. The sum is $\tfrac12v_Fh^2(b^2-\tfrac1{12})=\tfrac12v_Fh^2B_2$.

\subsection*{A bound on the remainder}

Two properties follow from $G$. First, $\partial_\theta G=zG$ gives $B_p'=pB_{p-1}$. Second, $\int_0^1G\,d\theta=1$ gives $\int_0^1B_p\,d\theta=0$ for $p\ge1$, and then $B_p(1)-B_p(0)=p\int_0^1B_{p-1}d\theta=0$ for $p\ge2$. Let $\beta_p(m)=\int_0^1B_p\,e^{-2\pi im\theta}d\theta$ for integer $m\ne0$. Integration by parts gives for $p=1$ the boundary term $[B_1(1)-B_1(0)]/(-2\pi im)=-1/(2\pi im)$ and a vanishing integral of the exponential. For $p\ge2$ the boundary term vanishes and $\beta_p=p\,\beta_{p-1}/(2\pi im)$. Hence $\beta_p=-p!/(2\pi im)^p$. For $p\ge2$ the periodic function $B_p(\{y\})$ is continuous and these coefficients are absolutely summable, so it equals its Fourier series. This gives
\begin{equation}
B_2(\{y\})=\frac1{\pi^2}\sum_{m\ge1}\frac{\cos2\pi my}{m^2},\qquad
|B_p|\le\frac{2\,p!\,\zeta(p)}{(2\pi)^p},
\label{fourier}
\end{equation}
where $\zeta(p)=\sum_{m\ge1}m^{-p}$. For even $p$ all terms have one sign at $\theta=0$, and the bound is reached there. In (\ref{series}), $h^p/(2\pi)^p=N^{-p}$, so term $p$, summed over both Fermi points, obeys
\begin{equation}
|T_p|\le\frac{2\,|\varepsilon^{(p-1)}(k_F)|\,\zeta(p)}{\pi N^p}\le\frac{4t\,\zeta(p)}{\pi N^p}.
\label{Tp}
\end{equation}
Since $\zeta(p)$ decreases with $p$ and $\sum_{p\ge3}N^{-p}=1/[N^2(N-1)]$, the remainders $R_2=\Delta\Omega-T_2$ and $R_3=\Delta\Omega-T_2-T_3$ satisfy
\begin{equation}
|R_2|\le\frac{4t\,\zeta(3)}{\pi N^2(N-1)},\qquad |R_3|\le\frac{4t\,\zeta(4)}{\pi N^3(N-1)} .
\label{bounds}
\end{equation}
Equations (\ref{dn}), (\ref{dom}) and (\ref{bounds}) are the statement the exercise is after. The numerical check compares (\ref{dn}), (\ref{closed}) and (\ref{bounds}) with explicit grid sums and quadrature for 600 random choices of $\mu$, $N$ and $s$, and the series (\ref{series}), cut at $p=40$, for $N=3$, $4$ and $7$.

\subsection*{The same result as aliasing}

Let $f(k)=(\varepsilon-\mu)\Theta(\mu-\varepsilon)=\sum_qc_qe^{iqk}$. The grid average of $e^{iqk_j}=e^{iqhs}e^{2\pi iqj/N}$ is a geometric sum that vanishes unless $q=mN$, where it equals $e^{2\pi ims}$. As $f$ is real and even, $c_{-q}=c_q$, and $c_0=\Omega$, so
\begin{equation}
\Delta\Omega=2\sum_{m\ge1}\cos(2\pi ms)\,c_{mN},\qquad c_q=\frac1\pi\int_0^{k_F}(\varepsilon-\mu)\cos qk\,dk .
\end{equation}
Integrate by parts twice. The first boundary term $(\varepsilon-\mu)\sin(qk)/q$ vanishes at $0$ through the sine and at $k_F$ through $\varepsilon=\mu$. The second is $\varepsilon'\cos(qk)/q^2$, with $\varepsilon'(0)=0$:
\begin{equation}
c_q=\frac{v_F\cos qk_F}{\pi q^2}-\frac1{\pi q^2}\int_0^{k_F}2t\cos k\cos qk\,dk .
\end{equation}
One more integration by parts turns the last integral into $2t\cos k_F\sin(qk_F)/q+q^{-1}\int_0^{k_F}2t\sin k\sin qk\,dk$, at most $2t/q+2t(1-\cos k_F)/q\le6t/q$ in size. The correction to $c_q$ is thus at most $6t/\pi q^3$. With $mNk_F=2\pi mx$ and $2\cos(2\pi ms)\cos(2\pi mx)=\cos2\pi m(x-s)+\cos2\pi m(x+s)$, the leading part sums by (\ref{fourier}) to $(v_F/\pi N^2)\,\pi^2\sum_\pm B_2(\theta_\pm)$, which is $T_2$. The kink of $f$, a jump of slope of size $v_F$, gives coefficients $q^{-2}$. The step function in the count has coefficients $\sin(qk_F)/\pi q$, one power slower. For a full band, $\mu>2t$, there is no kink: $f=-2t\cos k-\mu$ has $c_q=0$ for $|q|\ge2$, and the error is zero for $N\ge2$.

\subsection*{Thermodynamic consistency and the band energy}

Between level crossings the occupied set is fixed, so $\partial\Omega_N/\partial\mu=-n_N$. From $d\mu=v_F\,dk_F$ one has $\partial k_F/\partial\mu=1/v_F$ and $\partial v_F/\partial\mu=2t\cos k_F/v_F=-\mu/v_F$, so $\partial\Omega/\partial\mu=-(-\mu/v_F+k_F+\mu/v_F)/\pi=-n$. Hence $\partial\Delta\Omega/\partial\mu=-\Delta n$. The series respects this order by order in $1/N$, with cancellations between neighbouring terms. With $\partial\theta_\pm/\partial\mu=N/2\pi v_F$ and $B_p'=pB_{p-1}$,
\begin{align}
\frac{\partial T_2}{\partial\mu}&=\frac{\pi v_F}{N^2}\frac{N}{2\pi v_F}\,2\sum B_1-\frac{\pi\mu}{v_FN^2}\sum B_2=-\Delta n-\frac{\pi\mu}{v_FN^2}\sum B_2,\\
\frac{\partial T_3}{\partial\mu}&=\frac{2\pi^2\mu}{3N^3}\frac{N}{2\pi v_F}\,3\sum B_2+\frac{2\pi^2}{3N^3}\sum B_3=\frac{\pi\mu}{v_FN^2}\sum B_2+\frac{2\pi^2}{3N^3}\sum B_3 .
\end{align}
The sawtooth is minus the derivative of the chain of parabolas $B_2$, and differentiating costs one power of $N$ because $\theta$ moves $N$ times faster than $k_F/2\pi$. The $N^{-2}$ pieces cancel between the two lines, and an $N^{-3}$ piece is left for the higher terms. Finite differences in the check confirm this: at $\mu=-0.5$ eV, $N=24$, $s=0$ the two pieces are $3.747\times10^{-4}$ and $1.489\times10^{-5}$, beside $\Delta n=0.038764$.

The band energy at fixed $\mu$ does not share the gain. From $E=\Omega+\mu n$, on the grid and in the integral alike, $\Delta E=\mu\,\Delta n+\Delta\Omega$, which has a $1/N$ sawtooth part unless $\mu=0$.

\subsection*{Your example}

Take the round values $t=1$ eV, $\mu=-0.5$ eV. Then $\cos k_F=\tfrac14$, $k_F=1.318116$, $k_F/2\pi=0.20978469$, $v_F=1.936492$ eV, $n=0.419569$, and
\begin{equation}
\Omega=-\frac{1.93649167-0.5\times1.31811607}{\pi}\ \mathrm{eV}=-0.40661976\ \mathrm{eV}.
\end{equation}
For $N=24$, $s=0$: $x=24\times0.20978469=5.034833$, so $\theta_\pm=0.034833$, $b=-0.465167$, and $j=-5,\dots,5$ gives 11 occupied points. Directly, $\Delta n=11/24-0.419569=0.458333-0.419569=0.038764$. The sawtooth gives $2\times0.465167/24=0.038764$, just under the bound $1/N=0.041667$ because a pair of levels has just been filled. The occupied cosines add up to $7.59575411$, so
\begin{equation}
\Omega_N=\frac{-2\times7.59575411+0.5\times11}{24}\ \mathrm{eV}=-0.40381284\ \mathrm{eV},
\end{equation}
and $\Delta\Omega=2.8069\times10^{-3}$ eV, or $2.81$ meV per site. The formula needs $B_2=0.465167^2-\tfrac1{12}=0.133047$ and $B_3=0.015639$:
\begin{align}
T_2&=2.112385\times10^{-2}\ \mathrm{eV}\times0.133047=2.8105\times10^{-3}\ \mathrm{eV},\\
T_3&=-4.7596\times10^{-4}\ \mathrm{eV}\times0.015639=-7.44\times10^{-6}\ \mathrm{eV}.
\end{align}
The remainder $R_2=-3.56\times10^{-6}$ eV is $0.13\%$ of $T_2$ and far inside its bound of $1.16\times10^{-4}$ eV.

Adding $T_3$ does not help at this $N$: $R_3=+3.88\times10^{-6}$ eV is slightly larger in size than $R_2$. The reason is that $\theta$ is close to $0$. There $B_3$ is small, because $b^3-b/4$ vanishes at $b=-\tfrac12$, while $|B_4|$ is near its largest value. The sign fits as well: $\beta_4=-4!/(2\pi m)^4$ makes $B_4$ negative near $\theta=0$, and $\varepsilon'''=-v_F$, so $T_4>0$. With $v_F$ close to $2t$ both inequalities in (\ref{Tp}) are nearly saturated for $p=4$, and $R_3$ comes out at about nine tenths of its bound, $4.33\times10^{-6}$ eV. The band energy error is $\Delta E=-0.019382+0.002807=-0.016575$ eV, dominated by $\mu\,\Delta n$.

The other values you quote follow the same formula ($s=0$, energies in $10^{-3}$ eV):
\begin{center}
\begin{tabular}{rrrrrr}
$N$ & $\theta$ & $N\Delta n$ & $\Delta\Omega$ & $T_2$ & $T_3$\\
12 & 0.5174 & $-0.0348$ & $-7.055$ & $-7.016$ & $+0.017$\\
20 & 0.1957 & $+0.6086$ & $+0.2446$ & $+0.2819$ & $-0.0394$\\
24 & 0.0348 & $+0.9303$ & $+2.8069$ & $+2.8105$ & $-0.0074$\\
48 & 0.0697 & $+0.8607$ & $+0.5365$ & $+0.5379$ & $-0.0017$\\
100 & 0.9785 & $-0.9569$ & $+0.1772$ & $+0.1772$ & $+0.0001$
\end{tabular}
\end{center}
At $N=12$, $\theta$ is near $\tfrac12$, where $B_2$ has its minimum $-\tfrac1{12}$, and the error is negative. From $N=24$ to $48$ the error drops by $5.2$ and not by $4$, because $\theta$ doubles and $B_2$ falls with it. The small error at $N=20$ is no sign of convergence: $\theta=0.1957$ lies near a zero of $B_2$.

\subsection*{Behaviour as $N$ varies}

For $s=0$, $\theta=\{N\alpha\}$ with $\alpha=k_F/2\pi$. In the example $\alpha$ is irrational. The numbers $a_m=2\cos(2^mk_F)$ obey $a_{m+1}=a_m^2-2$ from $a_0=\tfrac12$. If $a_m=r/d$ with $r$ odd and $d\ge2$ a power of two, then $a_{m+1}=(r^2-2d^2)/d^2$ again has an odd numerator, so the denominators square and no value repeats. A rational $\alpha$ would allow finitely many values. It follows that this $\mu$ is generic for every $N$ and every rational $s$.

For irrational $\alpha$ and $m\ne0$, the average of $e^{2\pi imN\alpha}$ over $M$ consecutive $N$ is a geometric sum bounded by $1/(M|\sin\pi m\alpha|)$, which tends to zero. For a periodic function with absolutely summable Fourier coefficients the average over $N$ therefore tends to the integral over $\theta$. This covers $B_2$, $B_2^2$ and $b^2=B_2+\tfrac1{12}$. The function $b$, which jumps, is enclosed between two continuous piecewise linear functions whose integrals differ as little as one likes, so it is covered too. Then $N\Delta n=-2b$ has mean $0$ and mean square $4\int b^2=\tfrac13$, with integrals over $-\tfrac12<b<\tfrac12$. The scaled error $N^2\Delta\Omega/2\pi v_F=B_2+O(1/N)$ has mean $0$, lies asymptotically in $[-\tfrac1{12},\tfrac16]$, and has mean square
\begin{equation}
\int\big(b^2-\tfrac1{12}\big)^2db=\tfrac1{80}-\tfrac2{144}+\tfrac1{144}=\tfrac1{180}.
\end{equation}
Direct sums for $N=100,\dots,3000$ give a root mean square of $0.5775$ for $N\Delta n$ against $1/\sqrt3=0.5774$, and $0.07455$ for the scaled $\Delta\Omega$ against $1/\sqrt{180}=0.07454$, with extremes $-0.08333$ and $0.16655$. An extrapolation in $1/N^2$ from arbitrary $N$ therefore has no fixed coefficient to work with.

\subsection*{Half filling and shifted grids}

For rational $\alpha$ the fractional part takes finitely many values. At $\mu=0$, $s=0$ one has $x=N/4$ and $v_F=2t$, and the odd terms of (\ref{series}) vanish since they are proportional to $\cos k_F$. For $N=4m+2$, $\theta=\tfrac12$: $\Delta n=0$ and $\Delta\Omega\simeq-\pi v_F/6N^2$. For $N=4m$ two grid points lie on the Fermi points and $\mu$ is not generic. The count then depends on $\Theta(0)$; with $\Theta(0)=\tfrac12$ it is $(2m-1)+2\times\tfrac12=N/2$ and $\Delta n=0$, the midpoint of the jump. The grand potential needs no convention: a level at $\mu$ carries weight $\varepsilon_j-\mu=0$, so $\Omega_N$ is continuous in $\mu$, as are the $B_p(\{y\})$ for $p\ge2$, and (\ref{series}) holds by continuity with $B_2(0)=\tfrac16$, giving $+\pi v_F/3N^2$. The sums give $N^2\Delta\Omega/\pi v_F=+0.33336$ at $N=100$ and $-0.16669$ at $N=102$.

The shift $s=\tfrac12$ replaces $\{x\}$ by $\{x-\tfrac12\}$ at both Fermi points and leaves the envelope unchanged: at $N=24$, $\theta=0.5348$ and $\Delta\Omega=-1.734\times10^{-3}$ eV. The shift $s=\tfrac14$ does reduce it. Put $y=x-\tfrac14$, so that $x+\tfrac14=y+\tfrac12$. In the sum of the two series (\ref{fourier}) the odd $m$ cancel and the even $m=2l$ double, giving $2\cos(2\pi l\cdot2y)/(4\pi^2l^2)$, hence
\begin{equation}
T_2=\frac{\pi v_F}{2N^2}\,B_2\big(\{2x-\tfrac12\}\big),
\end{equation}
a quarter of the prefactor at $s=0$. The cause is the symmetry $\varepsilon(-k)=\varepsilon(k)$: the points $h(j+\tfrac14)$ and their mirror images $h(j'+\tfrac34)$ carry the same energies and together form the $2N$-point grid with $s=\tfrac12$, so the two grids give the same averages. At $N=24$ the error is $-4.14\times10^{-4}$ eV.

\subsection*{Where the leading term stops being enough}

The count formula (\ref{dn}), the series (\ref{series}) and the bounds (\ref{bounds}) hold for every generic $|\mu|<2t$ and $N\ge2$. What can fail is the dominance of $T_2$. On very coarse grids the higher even terms are not yet small: by (\ref{Tp}) the bound on $T_4$ over the bound on $T_2$ is $\zeta(4)/[N^2\zeta(2)]$. Beyond that case, two situations matter even at large $N$.

The first is a zero of the Bernoulli factor. For $s=0$, $B_2=0$ at $b^2=\tfrac1{12}$, that is $\theta=0.2113$ and $0.7887$. At $N=20$, $R_2=(0.2446-0.2819)\times10^{-3}$ eV is $13\%$ of $T_2$ in size. The term $T_3=-0.0394\times10^{-3}$ eV accounts for it with a slight overshoot, which the higher terms cancel.

The second is the band edge. In (\ref{Tp}) the even terms carry $v_F$ and the odd terms carry $|\mu|$, so the bound on $T_3$ over the bound on $T_2$ is $|\mu|\zeta(3)/[Nv_F\zeta(2)]$, and one needs $Nv_F\gg|\mu|$. Near the bottom of the band $v_F\simeq2tk_F$ and $|\mu|\simeq2t$, so $|\mu|/Nv_F\simeq1/(Nk_F)=1/(2\pi x)$: the pocket must hold many grid points. At $\mu=-1.99$ eV and $N=24$, $v_F=0.19975$ eV, $x=\theta=0.382$, a single point is occupied, and $|\mu|/Nv_F=0.415$ against $0.0108$ at $\mu=-0.5$ eV. The direct error is $-2.044\times10^{-4}$ eV, $T_2=-1.513\times10^{-4}$ eV misses it by $35\%$ of $T_2$, and $T_3=-0.527\times10^{-4}$ eV supplies nearly all of the difference.

\section*{Values computed for the example and the checks}
\begin{verbatim}
t = 1.0 eV, mu = -0.5 eV
kF = 1.31811607 rad, kF/2pi = 0.20978469, vF = 1.93649167 eV
n = 0.41956938 per site, Omega = -0.40661976 eV, E = -0.61640444 eV
zeros of B2: theta = 0.211325, 0.788675
zeta(3) = 1.202057, zeta(4) = 1.082323
N=24 s=0: h = 0.261799 rad, x = 5.034833, occupied = 11
  theta = 0.034833, B1 = -0.465167, B2 = 0.133047, B3 = 0.015639
  sum of occupied cos k = 7.59575411
  n_N = 0.45833333, Omega_N = -0.40381284 eV, E_N = -0.63297951 eV
  dn direct = 0.03876396, sawtooth = 0.03876396, 1/N = 0.04166667
  2 pi vF/N^2 = 2.112385e-02 eV, 4 pi^2 mu/(3 N^3) = -4.759647e-04 eV
  dOmega direct = 2.806913e-03 eV = 2.8069 meV
  B2 term = 2.810474e-03 eV, B3 term = -7.443406e-06 eV, sum = 2.803031e-03 eV
  after B2: remainder -3.5611e-06 eV, bound 1.1553e-04 eV
  after B3: remainder 3.8823e-06 eV, bound 4.3342e-06 eV
  dE direct = -1.657507e-02 eV, mu*dn = -1.938198e-02 eV
N, s, theta+, theta-, N*dn, dOmega direct / B2 term / B3 term (eV)
  12 0.00 0.51742 0.51742 -0.03483 -7.0554e-03 -7.0157e-03 +1.6559e-05
  20 0.00 0.19569 0.19569 +0.60861 +2.4460e-04 +2.8195e-04 -3.9394e-05
  24 0.00 0.03483 0.03483 +0.93033 +2.8069e-03 +2.8105e-03 -7.4434e-06
  48 0.00 0.06967 0.06967 +0.86067 +5.3645e-04 +5.3789e-04 -1.6594e-06
 100 0.00 0.97847 0.97847 -0.95694 +1.7723e-04 +1.7716e-04 +6.6325e-08
  24 0.50 0.53483 0.53483 -0.06967 -1.7340e-03 -1.7347e-03 +4.1246e-06
  24 0.25 0.78483 0.28483 -0.06967 -4.1364e-04 -4.1445e-04 +1.0161e-06
mu-derivatives (dimensionless): N, s, dn, d(dOmega)/dmu,
  d(B2)/dmu + dn, extra, d(B2+B3)/dmu + dn, leftover
  24 0.00 +0.0387640 -0.0387640 +3.7473e-04 +3.7473e-04 +1.4887e-05 +1.4887e-05
  37 0.30 +0.0128631 -0.0128631 +1.5755e-05 +1.5755e-05 +4.5361e-06 +4.5361e-06
N = 100..3000, s = 0:
  N*dn: mean -0.00058, rms 0.57746, 1/sqrt3 = 0.57735, max abs 0.99976
  N^2 dOmega/(2 pi vF): mean +0.000031, rms 0.07455, 1/sqrt180 = 0.07454
  min -0.08333 (-1/12 = -0.08333), max 0.16655 (1/6 = 0.16667)
mu=0 N=100: N^2 dOmega/(pi vF) = +0.333355
mu=0 N=102: N^2 dOmega/(pi vF) = -0.166685
edge mu = -1.99 eV, N=24: vF = 0.19975 eV, theta = 0.38213, |mu|/(N vF) = 0.4151
  dOmega direct -2.0441e-04 eV, B2 term -1.5131e-04 eV, B3 term -5.2719e-05 eV
  remainder/B2 term: edge 0.3510, mu=-0.5 eV 0.00127
  |mu|/(N vF) at mu=-0.5 eV, N=24: 0.01076
\end{verbatim}
